\section*{Weibull lifetimes from many weak spots with power-law early failure, part 1}

(Sections cited here and not found follow in the second part.)

\section{The limit from the product of survival probabilities}

\subsection{Spots with uniformly distributed lifetimes}

Take $N$ weak spots in a dielectric. Let each fail at a random time spread uniformly between $0$ and $\tau$, independently of the others. One spot has failed by time $t\le\tau$ with probability $t/\tau$, and it is still intact with probability $1-t/\tau$. The sample conducts as soon as one spot has failed, so it survives to time $t$ if all $N$ spots do. Independence turns this into a product:
\begin{equation}
S_N(t)=\left(1-\frac{t}{\tau}\right)^N .
\end{equation}
At a fixed $t>0$ this tends to zero as $N$ grows, because a larger sample fails sooner. To see a shape that remains, time must be measured on a scale that shrinks with $N$. Put $t=\tau r/N$ and hold $r$ fixed:
\begin{equation}
S_N=\left(1-\frac{r}{N}\right)^N\longrightarrow e^{-r}.
\end{equation}
The lifetime of one spot has an upper end at $\tau$, and the limit has none. The sample has used nothing but the first sliver of the spot distribution, of width about $\tau/N$.

Now let the failure probability of one spot be $(t/\tau)^b$ for $0\le t\le\tau$, with $b>0$. The scale that works is $t=\tau N^{-1/b}r$, since then $(t/\tau)^b=r^b/N$ and
\begin{equation}
S_N=\left(1-\frac{r^b}{N}\right)^N\longrightarrow e^{-r^b}.
\end{equation}
This is the Weibull survival law with slope $b$. A different spot, with survival $\exp[-(t/\tau)^b]$, has the same early failure probability $(t/\tau)^b$ to leading order. Its $N$-th power is $\exp[-N(t/\tau)^b]=e^{-r^b}$ on the same scale, for every $N$. The two spots differ at late times and agree at early times, and they lead to the same limit.

\subsection{The general statement}

Let $F(t)$ be the cumulative failure probability of one spot, that is, the probability that it has failed by time $t$. The spots are independent and share the same $F$, and
\begin{equation}
\frac{F(t)}{c\,t^b}\to 1\quad\text{as } t\to0^+,\qquad b>0,\; c>0 .
\label{early}
\end{equation}
The constant $c$ has the unit of time to the power $-b$. Let $M_N$ be the smallest of the $N$ spot lifetimes, and define the time scale
\begin{equation}
\eta_N=(cN)^{-1/b},\qquad\text{so that}\qquad N c\,\eta_N^b=1 .
\label{eta}
\end{equation}
The claim is that
\begin{equation}
P(M_N>\eta_N r)\to e^{-r^b}\qquad\text{for every } r\ge0,
\label{claim}
\end{equation}
and that the convergence is uniform in $r$. It is the ratio $M_N/\eta_N$ that has a Weibull limit. The lifetime $M_N$ itself shrinks to zero.

Condition (\ref{early}) excludes spots that are dead at the start. If a fraction $p_0>0$ of spots has failed at $t=0$, the sample survives with probability at most $(1-p_0)^N$, which tends to zero at every time, and no rescaling of time repairs that.

\subsection{First derivation}

By independence,
\begin{equation}
S_N(t)=P(M_N>t)=[1-F(t)]^N,\qquad -\ln S_N=-N\ln(1-F).
\label{product}
\end{equation}
The logarithm has to be compared with $F$ itself. For $0\le u<1$,
\begin{equation}
-\ln(1-u)=\int_0^u\frac{ds}{1-s}.
\end{equation}
On the range of integration the integrand lies between $1$ and $1/(1-u)$, and the range has length $u$. Hence
\begin{equation}
u\le-\ln(1-u)\le\frac{u}{1-u}.
\label{bounds}
\end{equation}
Setting $u=F$ and multiplying by $N$ gives
\begin{equation}
NF\le-\ln S_N\le\frac{NF}{1-F}.
\label{squeeze}
\end{equation}
Now fix $r>0$ and take $t=\eta_N r$. Since $\eta_N\to0$, this $t$ moves into the region where (\ref{early}) holds:
\begin{equation}
NF(\eta_N r)=Nc\,\eta_N^b r^b\,\frac{F(\eta_N r)}{c(\eta_N r)^b}
=r^b\,\frac{F(\eta_N r)}{c(\eta_N r)^b}\to r^b .
\label{mean}
\end{equation}
The second equality uses (\ref{eta}). Because $F(\eta_N r)\to0$, both ends of (\ref{squeeze}) tend to $r^b$. So does $-\ln S_N$, and (\ref{claim}) follows. At $r=0$ both sides equal one.

For uniformity, write $G(r)=e^{-r^b}$ and choose $\varepsilon>0$. Pick finitely many points $0=r_0<r_1<\dots<r_m$ such that $G$ drops by at most $\varepsilon$ from each to the next and $G(r_m)\le\varepsilon$. For $N$ large enough, $S_N(\eta_N r_k)$ is within $\varepsilon$ of $G(r_k)$ at all these points. Between two of them both functions decrease, so
\begin{align}
S_N(\eta_N r)&\le S_N(\eta_N r_k)\le G(r_k)+\varepsilon\le G(r)+2\varepsilon,\\
S_N(\eta_N r)&\ge S_N(\eta_N r_{k+1})\ge G(r_{k+1})-\varepsilon\ge G(r)-2\varepsilon .
\end{align}
Beyond $r_m$ both functions lie between $0$ and $2\varepsilon$. The difference is therefore at most $2\varepsilon$ for all $r$ at once.

\subsection{What the slope means}

On a Weibull plot the ordinate is $\ln(-\ln S)$ and the abscissa is $\ln t$. The limiting law gives $\ln(r^b)=b\ln r$, a straight line of slope $b$. For finite $N$, the logarithm of (\ref{product}) is
\begin{equation}
\ln(-\ln S_N)=\ln N+\ln[-\ln(1-F(t))].
\label{shift}
\end{equation}
The last term belongs to a single spot and does not contain $N$. Adding spots lifts one fixed curve without bending it. A given failure level is then reached at an earlier time, so the part of the curve that is observed moves towards the early region.

Suppose $F$ is continuous at early times, and let $t_1<t_2$ be the times at which fractions $p_1<p_2$ of samples have failed. Put $y_i=-\ln(1-p_i)$. The limit $e^{-r^b}$ decreases strictly and passes the level $1-p_i$ at $r=y_i^{1/b}$. For any small $\delta>0$, $S_N$ at $(1-\delta)y_i^{1/b}$ ends up above that level and at $(1+\delta)y_i^{1/b}$ below it, so $t_i/\eta_N\to y_i^{1/b}$. The slope between the two levels then obeys
\begin{equation}
\frac{\ln(y_2/y_1)}{\ln(t_2/t_1)}\to\frac{\ln(y_2/y_1)}{(1/b)\ln(y_2/y_1)}=b .
\end{equation}

The local derivative of the plot need not converge. Consider, in a dimensionless time, $F=t^2[1+t\sin(1/t)]$ near zero. Its derivative is
\begin{equation}
F'=2t+3t^2\sin(1/t)-t\cos(1/t)\ge t(1-3t),
\end{equation}
which is positive for $0<t<1/3$, so this is a valid start of a distribution. Since $F/t^2\to1$, the Weibull limit with $b=2$ holds. But
\begin{equation}
\frac{tF'}{F}=\frac{2+3t\sin(1/t)-\cos(1/t)}{1+t\sin(1/t)}
\end{equation}
keeps swinging between values near $1$ and $3$ as $t\to0$. For $N=10^8$ and $r$ between $0.01$ and $4$, the survival probability differs from $e^{-r^2}$ by at most $0.000041$, while the local slopes at two neighbouring times are $1.000$ and $3.000$.

The word ``probability'' in the condition means the cumulative one. If instead the density behaves as $a\,t^b$, integration gives $F\simeq a\,t^{b+1}/(b+1)$, and the slope is $b+1$. The density $\tfrac12t^2e^{-t}$ gives $F\simeq t^3/6$. With $N=10^9$ and time in units of $(6/N)^{1/3}$, the largest difference in survival is $0.0005$ from the law of slope $3$ and $0.11$ from that of slope $2$.

\subsection{Spots without an early power law}

Let $\ln t$ of each spot be normally distributed with mean zero and unit standard deviation. With $z=\ln t$, $F=\Phi(z)$, where $\Phi$ is the normal distribution function and $\phi$ its density. The slope of the curve in (\ref{shift}) is
\begin{equation}
\frac{tF'}{(1-F)[-\ln(1-F)]}\ge\frac{tF'}{F}=\frac{\phi(z)}{\Phi(z)},
\end{equation}
where the inequality is the upper bound in (\ref{bounds}). For $z=-a<0$,
\begin{equation}
\Phi(-a)=\int_a^\infty\phi(s)\,ds<\int_a^\infty\frac{s}{a}\,\phi(s)\,ds=\frac{\phi(a)}{a},
\end{equation}
so the slope exceeds $a$. At a fixed sample failure level $z\to-\infty$ as $N$ grows, and the slope grows without bound. Between the 10\,\% and 90\,\% levels it is $3.54$, $5.08$ and $6.26$ for $N=10^3$, $10^6$ and $10^9$. A large number of spots does not by itself produce a fixed slope.

\subsection{A spot made of several sites}

A concrete spot shows how fast the limit is approached. Let it fail when all of its $n$ sites have become defective, the sites being independent, each defective by time $t$ with probability $1-e^{-x}$, where $x=(t/\tau)^\alpha$. Since $1-e^{-x}=x[1-x/2+O(x^2)]$,
\begin{equation}
F=(1-e^{-x})^n=x^n\left[1-\frac{n x}{2}+O(x^2)\right].
\label{site}
\end{equation}
The leading term is $(t/\tau)^{n\alpha}$, so $b=n\alpha$, $c=\tau^{-b}$ and $\eta_N=\tau N^{-1/b}$. Take $n\ge2$; for $n=1$ the spot is itself Weibull and there is no error to find.

Let $y=r^b=Nx^n$, so $x=(y/N)^{1/n}$. The difference between $-\ln S_N$ and $NF$ is about $y^2/(2N)$, which for $n\ge2$ is smaller than the correction from (\ref{site}). Hence
\begin{equation}
-\ln S_N\simeq y-\frac n2N^{-1/n}y^{1+1/n},\qquad
S_N-e^{-y}\simeq\frac n2N^{-1/n}y^{q}e^{-y},
\end{equation}
with $q=1+1/n$. The function $y^qe^{-y}$ has zero derivative at $y=q$, so the largest error in survival is
\begin{equation}
D_N\simeq\frac n2N^{-1/n}q^qe^{-q}.
\label{gap}
\end{equation}
It falls as $N^{-1/n}$, slowly if many sites are needed.

The local slope follows from $\ln[-\ln(1-F)]=n\ln x-nx/2+O(x^2)$. Because $d\ln x/d\ln t=\alpha$ and $dx/d\ln t=\alpha x$,
\begin{equation}
\beta(t)=n\alpha-\frac{n\alpha x}{2}+O(x^2)=b\left(1-\frac x2\right)+O(x^2).
\label{local}
\end{equation}
In this model the slope thus approaches $b$ from below.

At the 63.2\,\% life, $-\ln S_N=1$. To leading order $x^n(1-nx/2)=1/N$, whose $n$-th root gives $x\simeq\epsilon(1+\epsilon/2)$ with $\epsilon=N^{-1/n}$. Then $t=\tau x^{1/\alpha}$ and $\tau\epsilon^{1/\alpha}=\eta_N$ give
\begin{equation}
t_{63}\simeq\eta_N\left(1+\frac{N^{-1/n}}{2\alpha}\right).
\label{t63}
\end{equation}

\section{The limit from counting failed spots, and what each route assumes}

\subsection{Symbols and results carried over}

A sample has $N$ weak spots, each with cumulative failure probability $F(t)\simeq c\,t^b$ at early time. The scale is $\eta_N=(cN)^{-1/b}$, and $r=t/\eta_N$. The first half showed that $NF(\eta_N r)\to r^b$ and that the sample survival $S_N=(1-F)^N$ tends to $e^{-r^b}$. For a spot of $n$ sites, $F=(1-e^{-x})^n$ with $x=(t/\tau)^\alpha$, $b=n\alpha$ and $c=\tau^{-b}$. Its local slope is $b(1-x/2)$ to first order in $x$. On a Weibull plot, $N$ enters as a vertical shift $\ln N$ of one fixed curve.

\subsection{Second derivation}

Imagine that every spot could be watched after the first failure, and let $K$ be the number of spots that have failed by time $t$. The sample has survived if $K=0$. The probability of this event can be built from the chances that one, two, three or more chosen spots have failed.

For an integer $k\ge1$, Pascal's rule $\binom kj=\binom{k-1}{j}+\binom{k-1}{j-1}$ makes the following alternating sum telescope:
\begin{equation}
\sum_{j=0}^m(-1)^j\binom kj=(-1)^m\binom{k-1}{m}.
\label{pascal}
\end{equation}
Each term $\binom{k-1}{j}$ with $j<m$ appears twice with opposite signs, and the one with $j=m$ is left over. For $k=0$ the sum is $1$. So for even $m$ the sum is at least $1$ when $k=0$ and at least $0$ otherwise, and for odd $m$ it is at most these values. Put $k=K$ and average over samples. With $B_j=E\binom Kj$ this gives
\begin{equation}
\sum_{j=0}^{m_{\rm odd}}(-1)^jB_j\le P(K=0)\le\sum_{j=0}^{m_{\rm even}}(-1)^jB_j .
\label{bonf}
\end{equation}
No independence has been used so far.

The number $\binom Kj$ counts the groups of $j$ spots in which all have failed. Therefore $B_j$ is the sum, over all groups of $j$ spots, of the probability that the whole group has failed. For independent, identical spots there are $\binom Nj$ groups, each with probability $F^j$:
\begin{equation}
B_j=\binom NjF^j=\frac{N(N-1)\cdots(N-j+1)}{N^j}\,\frac{(NF)^j}{j!}\to\frac{\lambda^j}{j!},
\qquad\lambda=r^b .
\label{factorial}
\end{equation}
The first fraction tends to one at fixed $j$, and $NF\to\lambda$. Let $N\to\infty$ in (\ref{bonf}) at fixed $m$. Every limiting value of $P(K=0)$ then lies between an odd and an even partial sum of $\sum_j(-\lambda)^j/j!$. Now let $m$ grow. Both partial sums tend to $e^{-\lambda}$, so
\begin{equation}
P(M_N>\eta_N r)=P(K=0)\to e^{-r^b}.
\end{equation}

Here $\lambda$ is the limiting mean number of failed spots, and it equals one at the scale $\eta_N$. For early failures two terms suffice. In the limit, the failed fraction of samples lies between $\lambda-\lambda^2/2$ and $\lambda$, so a fraction $p\ll1$ has failed at $t\simeq\eta_N p^{1/b}$.

Both the product of survival probabilities and the counting of failed spots lead to the same Weibull limit, with its slope set by the early failure probability of a single spot. It remains to compare what the two derivations assume, to see how dependence and scatter change the result, and to apply it to comb structures.

Numerical values quoted here were computed with a short program.
